\section*{Size-Consistency Error of the Seidl--Perdew--Levy Interpolation for Unlike Fragments, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

Hartree atomic units are used. Let $W_\lambda$ be the integrand of the density-fixed adiabatic connection, $E_{xc}=\int_0^1W_\lambda\,d\lambda$, with initial value $W_0=E_x$, initial slope $W_0'=2E_c^{\rm GL2}$ and limit $W_\infty$. Put $\Delta=W_0-W_\infty$, $D=-W_0'$, $X=D/\Delta$, all positive. The Seidl--Perdew--Levy (SPL) interpolation is
\begin{equation}
W_\lambda^{\rm SPL}=W_\infty+\frac{\Delta}{\sqrt{1+2X\lambda}},\qquad
E_c^{\rm SPL}=\Delta\,g(X),\qquad g(X)=\frac{2}{1+\sqrt{1+2X}}-1 .
\label{spl}
\end{equation}
The three data fix its three constants; its shape is an ansatz. For two infinitely separated fragments whose $\Delta$ and $D$ add, and with $m=\Delta_A\Delta_B/(\Delta_A+\Delta_B)$,
\begin{equation}
\delta\equiv E_c^{\rm SPL}(AB)-E_c^{\rm SPL}(A)-E_c^{\rm SPL}(B)=-\tfrac12\,m\,\overline{g''}\,(X_A-X_B)^2\le0,
\label{main}
\end{equation}
where $\overline{g''}>0$ lies between $g''(X_A)$ and $g''(X_B)$. ``Unlike'' therefore means $X_A\ne X_B$: different fragments with equal $X$ show no error, and all others are spuriously bound. The checks mentioned below are those of the numerical check.

\section{The integrand and its two ends}

Let $\Psi_\lambda$ minimize $\langle T+\lambda V_{ee}\rangle$ among states with density $n$, and let $F_\lambda$ be the minimum. The change of $\Psi_\lambda$ with $\lambda$ preserves $n$, and the minimum is stationary under such changes, so $dF_\lambda/d\lambda=\langle V_{ee}\rangle_\lambda$. With $F_0=T_s$, the Hartree energy $U$ and $E_{xc}=F_1-T_s-U$,
\begin{equation}
E_{xc}=\int_0^1W_\lambda\,d\lambda,\qquad W_\lambda=\langle V_{ee}\rangle_\lambda-U,\qquad E_c=\int_0^1(W_\lambda-W_0)\,d\lambda .
\end{equation}

\emph{Weak end.} Assume that $\Psi_\lambda$ is the non-degenerate ground state of $T+\lambda V_{ee}+v_\lambda$ and that $v_\lambda=v_s+\lambda v_1+\lambda^2v_2+\dots$. At order $\lambda$, $F_\lambda$ contains $U+E_x$, and $v_\lambda=-\delta F_\lambda/\delta n$ gives $v_1=-(v_H+v_x)$. The first-order perturbation is $H_1=V_{ee}-v_H-v_x$. The $\lambda^2$ term of the ground-state energy is $E^{(2)}[H_1]+\int v_2n$, and $F_\lambda=E_\lambda-\int v_\lambda n$ removes the second piece. The remaining $E^{(2)}[H_1]$ is the second-order G\"orling--Levy energy, so
\begin{equation}
F_\lambda=T_s+\lambda(U+E_x)+\lambda^2E_c^{\rm GL2}+\dots,\qquad W_\lambda=E_x+2\lambda E_c^{\rm GL2}+\dots
\end{equation}
A second-order ground-state energy is never positive, hence $D\ge0$, and $D>0$ whenever $H_1$ couples the ground state to some excited state.

\emph{Strong end.} For $\lambda\to\infty$, $F_\lambda/\lambda$ tends to the minimum of $\langle V_{ee}\rangle$ over all symmetric probability distributions (plans) with density $n$. This is the energy $V_{\rm SCE}$ of strictly correlated electrons, and $W_\infty=V_{\rm SCE}-U$. Since $V_{\rm SCE}$ is a minimum, $\Delta\ge0$.

\emph{Scaling.} For $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$ the scaled wave function has $\langle T\rangle\to\gamma^2\langle T\rangle$ and $\langle V_{ee}\rangle\to\gamma\langle V_{ee}\rangle$. Minimizing $\gamma^2\langle T+(\lambda/\gamma)V_{ee}\rangle$ gives
\begin{equation}
W_\lambda[n_\gamma]=\gamma W_{\lambda/\gamma}[n],\qquad \Delta\to\gamma\Delta,\quad D\to D,\quad X\to X/\gamma .
\label{scal}
\end{equation}

\section{Simplest case: two electrons on a sphere}

Two electrons in a singlet move on a sphere of radius $R$. The nodeless ground state is rotationally invariant for every $\lambda$, so the density stays uniform with constant $v_\lambda$, and $W_\lambda=dE_\lambda/d\lambda-U$ exactly. The state depends only on $x=\cos\theta$, with $\theta$ the angle between the electrons. The Legendre polynomial $P_l(x)$ has kinetic energy $l(l+1)/2R^2$ for each electron, $l(l+1)/R^2$ in total. The generating function at unit argument gives $1/r_{12}=1/(R\sqrt{2-2x})=R^{-1}\sum_lP_l(x)$.

For uncorrelated electrons only $l=0$ survives the average, so $\langle V_{ee}\rangle_0=1/R$, $U=\tfrac12\,2^2/R=2/R$ and $W_0=-1/R$. At strong coupling the electrons sit at antipodes, $V_{\rm SCE}=1/2R$, so $W_\infty=-3/2R$ and $\Delta=1/2R$.

With measure $dx/2$ the normalized states are $\sqrt{2l+1}\,P_l$, and $\int P_l^2\,dx/2=1/(2l+1)$ gives $\langle l|V_{ee}|0\rangle=1/(R\sqrt{2l+1})$. The factors $R^2$ cancel between numerator and denominator:
\begin{equation}
E_c^{\rm GL2}=-\sum_{l\ge1}\frac{1}{l(l+1)(2l+1)}=-\sum_{l\ge1}\Big[\frac1l+\frac1{l+1}-\frac4{2l+1}\Big].
\end{equation}
Up to $l=L$, with harmonic numbers $H_L$, the three sums are $H_L$, $H_{L+1}-1$ and $4(H_{2L+1}-\tfrac12H_L-1)$. For large $L$, $H_L\simeq\ln L+C$ and $H_{2L+1}\simeq\ln L+\ln2+C$, so the total is $2(\ln L+C)-1-2(\ln L+C)-4\ln2+4=3-4\ln2$. Thus $D=2(3-4\ln2)=0.454823$ Ha for any $R$ and $X=2RD$, as (\ref{scal}) demands with $\gamma=1/R$.

For the approach to $W_\infty$ set $\theta=\pi-\varphi$. Then $r_{12}=2R\cos(\varphi/2)$ and $1/r_{12}\simeq(1+\varphi^2/8)/2R$. For small $\varphi$ the kinetic operator is $-\alpha\nabla^2$ in the plane with radial coordinate $\varphi$, $\alpha=1/R^2$, and the potential is $\beta\varphi^2$, $\beta=\lambda/16R$. The function $e^{-\kappa\varphi^2/2}$ has $\nabla^2\to\kappa^2\varphi^2-2\kappa$; it is an eigenfunction if $\alpha\kappa^2=\beta$, with energy $2\alpha\kappa=2\sqrt{\alpha\beta}=\sqrt\lambda/2R^{3/2}$. Differentiating,
\begin{equation}
W_\lambda\simeq W_\infty+\frac{W_\infty'}{\sqrt\lambda},\qquad W'_\infty=\frac1{4R^{3/2}} .
\label{zp}
\end{equation}
The power is that of any harmonic zero-point motion: force constants grow as $\lambda$, frequencies as $\sqrt\lambda$, and $d\sqrt\lambda/d\lambda\propto\lambda^{-1/2}$. Numerical diagonalization reproduces $W_0$, the slope, and at $\lambda R=10^4$ the coefficient: $0.25000$ Ha for $R=1$ and $0.02236$ Ha for $R=5$ bohr.

\section{The interpolation}

First consider any formula built from $W_0,W_0',W_\infty$ alone. Three requirements restrict it. A constant added to $W_0$ and $W_\infty$ shifts the curve rigidly, so $W_\lambda-W_\infty$ depends on $\lambda,\Delta,D$. For $M$ distant copies of a system whose data add (conditions below), all data and the curve are multiplied by $M$; homogeneity of degree one gives $W_\lambda-W_\infty=\Delta\,h(\lambda,X)$. Scaling (\ref{scal}) requires $h(\lambda,X/\gamma)=h(\lambda/\gamma,X)$; the choice $\gamma=\lambda$, $X=\lambda X'$ gives $h(\lambda,X')=h(1,\lambda X')$. Hence
\begin{equation}
W_\lambda=W_\infty+\Delta\,\phi(X\lambda),\qquad \phi(0)=1,\quad\phi'(0)=-1,\quad\phi(\infty)=0,
\label{gen}
\end{equation}
where the conditions follow from $W_0-W_\infty=\Delta$ and $W_0'=\Delta X\phi'(0)=-D$. The data do not determine $\phi$ further.

SPL take $W_\lambda=a+b/\sqrt{1+c\lambda}$ with $c>0$, which has a power series at $\lambda=0$ and a tail with the $\lambda^{-1/2}$ power of (\ref{zp}). The limit $\lambda\to\infty$ gives $a=W_\infty$. The value at zero gives $a+b=W_0$, so $b=\Delta$. The slope at zero is $-bc/2=-D$, so $c=2D/\Delta=2X$ and $\phi(z)=(1+2z)^{-1/2}$. With $s=\sqrt{1+2X}$ and $X=(s^2-1)/2$,
\begin{equation}
\int_0^1\frac{d\lambda}{\sqrt{1+2X\lambda}}=\Big[\frac{\sqrt{1+2X\lambda}}{X}\Big]_0^1=\frac{s-1}{X}=\frac{2}{1+s},
\end{equation}
and subtracting $W_0=W_\infty+\Delta$ yields (\ref{spl}).

\emph{Limits.} For $X\to0$, $s\simeq1+X$ and $g\simeq-X/2$, so $E_c\to-D/2=E_c^{\rm GL2}$. For $X\to\infty$, $g\to-1$ and $E_{xc}\to W_\infty$. Two further coefficients are implied but not controlled. The series $(1+2z)^{-1/2}=1-z+\tfrac32z^2-\dots$ gives a $\lambda^2$ coefficient $\tfrac32\Delta X^2=3D^2/2\Delta$, and the tail has $W_\infty'^{\,\rm SPL}=\Delta/\sqrt{2X}$.

\emph{Comparison with the sphere.} There $\Delta/\sqrt{2X}=(1/2R)/\sqrt{4RD}=1/(4R^{3/2}\sqrt D)$, too large by the factor $D^{-1/2}=1.48$ at any radius: $0.37070$ against $0.25000$ Ha at $R=1$. For $R=1$, $X=0.90965$, SPL gives $E_c=-0.126737$ against the exact $-0.147219$ Ha; for $R=5$, $X=4.54823$, $-0.052124$ against $-0.060529$ Ha. Both fall short by $14\%$ of the exact $E_c$. The relative error vanishes for $R\to0$ and $R\to\infty$ by the two limits, so it rises and falls in between; its equality at these two radii has no reason derived here.

\section{Generalization: the data for two-electron ions}

For a singlet with one occupied orbital $o$, in the notation $(pq|rs)=\iint\phi_p\phi_q(1)\,r_{12}^{-1}\phi_r\phi_s(2)$, one has $n=2\phi_o^2$, $U=2(oo|oo)$ and $\langle V_{ee}\rangle_0=(oo|oo)$. Then $E_x=-U/2$ and $v_x=-v_H/2$, so $v_H+v_x$ is the potential of the charge $\phi_o^2$, with matrix elements $(pq|oo)$. For a single excitation $o\to a$ the element of $H_1$ is $(oa|oo)-(oa|oo)=0$. For the product state $|ab\rangle$ only $V_{ee}$ contributes:
\begin{equation}
E_c^{\rm GL2}=-\sum_{ab}\frac{(oa|ob)^2}{\epsilon_a+\epsilon_b-2\epsilon_o}.
\end{equation}
For Li$^+$ in a $7s3p$ basis, full diagonalization of $H_0+\lambda H_1$ gives $d\langle V_{ee}\rangle/d\lambda=-0.0831500$ Ha, equal to $2E_c^{\rm GL2}$, and no first-order change of the density matrix.

For a spherical density and given radii $r,r'$ the repulsion is smallest for opposite directions, which any pairing of radii allows, so the cost is $c=1/(r+r')$. For $r_1<r_2$ and $r_1'<r_2'$,
\begin{equation}
c(r_1,r_1')+c(r_2,r_2')-c(r_1,r_2')-c(r_2,r_1')=\int_{r_1}^{r_2}\!\!dr\int_{r_1'}^{r_2'}\!\!dr'\,\frac{2}{(r+r')^3}>0 .
\end{equation}
Swapping partners in two equally ordered pairs keeps the density and lowers the cost, so the optimal pairing is order-reversing: the number of electrons inside one radius equals the number outside the other. Let $Q(t)$ be the radius enclosing $t$ electrons; $t$ is uniform on $[0,2]$ with weight $dt/2$, and the integrand is symmetric under $t\to2-t$, so
\begin{equation}
V_{\rm SCE}=\int_0^1\frac{dt}{Q(t)+Q(2-t)} .
\end{equation}
An unconstrained optimal assignment of equal-mass radial points gives $0.89180$ Ha for Li$^+$ against $0.891757$ Ha from the integral.

We have obtained the SPL formula from its three data, compared it with the exact result for two electrons on a sphere, and shown how the data are computed for two-electron ions. It remains to examine when the data of separated fragments add, to derive the defect (\ref{main}), and to evaluate it for other interpolations and worked examples.
